# Fang-Howard form factor, exchange and plasmons in a silicon inversion layer

## Problem

Electrons of density \(n\) per unit area lie in silicon, \(z>0\), against an oxide filling \(z<0\). The dielectric constants are \(\kappa_s\) and \(\kappa_o\). All electrons occupy the lowest subband at zero temperature, with the Fang-Howard profile

\[
\psi(z)=\sqrt{b^3/2}\;z\,e^{-bz/2},\qquad \rho=\psi^2 .
\]

Find the interaction between in-plane density waves of wavevector \(q\). By how much are the exchange energy and the plasmon frequency reduced, relative to a sheet of zero thickness on the interface?

Algebra is in atomic units. The in-plane mass is \(m\), the normal mass \(m_z\), and the degeneracy \(g=4\) (two spins, and the two valleys that lie lowest at a (100) surface). The gate is infinitely far away; retardation, phonon dynamics and intervalley exchange are neglected.

## A tempting solution that fails

A sheet on the interface has \(V=2\pi/(\bar\kappa q)\), with \(\bar\kappa=(\kappa_s+\kappa_o)/2\). In a uniform medium, layers at \(z\) and \(z'\) interact with an extra factor \(e^{-q|z-z'|}\). It is tempting to average this factor and multiply:

\[
V(q)\overset{?}{=}\frac{2\pi}{\bar\kappa q}F,\qquad
F=\iint\rho(z)\rho(z')e^{-q|z-z'|}dz\,dz'.
\]

The average itself is sound. The two orderings of \(z,z'\) contribute equally, so put \(z=z'+t\) and double. Using \(\int_0^\infty z'^p e^{-2bz'}dz'=p!/(2b)^{p+1}\),

\[
\int_0^\infty\!\rho(z')\rho(z'+t)dz'
=\frac{b^6e^{-bt}}{4}\left[\frac{3}{4b^5}+\frac{3t}{4b^4}+\frac{t^2}{4b^3}\right]
=\frac{b}{16}e^{-bt}(3+3bt+b^2t^2).
\]

The three terms come from \(z'^2(z'+t)^2=z'^4+2tz'^3+t^2z'^2\). Multiplying by \(2e^{-qt}\), integrating over \(t\), and writing \(x=q/b\),

\[
F=\frac18\left[\frac{3}{1+x}+\frac{3}{(1+x)^2}+\frac{2}{(1+x)^3}\right]
=\frac{8+9x+3x^2}{8(1+x)^3}.
\]

**The fault** is the product with \(1/\bar\kappa\). That constant belongs to charges on the interface. At short wavelength, electrons inside the silicon should interact through \(\kappa_s\), yet the proposed formula keeps \(\bar\kappa\) for every \(q\). The oxide's influence depends on depth, so it must be averaged too.

## The correct interaction

For a unit density wave at depth \(z'>0\), the potential obeys

\[
(\kappa\phi')'-\kappa q^2\phi=-4\pi\delta(z-z').
\]

Decaying solutions are

\[
\phi=\frac{2\pi}{\kappa_sq}\begin{cases}e^{-q|z-z'|}+R\,e^{-q(z+z')},&z>0\\ T\,e^{q(z-z')},&z<0.\end{cases}
\]

The slope jumps by \(-4\pi/\kappa_s\) at \(z'\), as required. At \(z=0\), continuity of \(\phi\) gives \(1+R=T\), and continuity of \(\kappa\phi'\) gives \(\kappa_s(1-R)=\kappa_oT\). Hence

\[
R=\frac{\kappa_s-\kappa_o}{\kappa_s+\kappa_o}=\frac{1-r}{1+r},\qquad r=\frac{\kappa_o}{\kappa_s}.
\]

The image term factorizes on averaging, with \(\int\rho\,e^{-qz}dz=b^3/(b+q)^3=(1+x)^{-3}\). Since \(1/\kappa_s=(1+r)/(2\bar\kappa)\),

\[
V(q)=\frac{2\pi}{\bar\kappa q}f(q),\qquad
f=\frac{1+r}{2}F+\frac{1-r}{2}\frac{1}{(1+x)^6}.
\]

For \(r=1\) this gives \(f=F\). For large \(x\) the image term drops out faster than \(F\), leaving \(V\to2\pi F/(\kappa_sq)\), as it should. For \(r<1\) both weights are positive and sum to one, while both averages are below one for \(q>0\); therefore \(f<1\).

At small \(x\), \(F=(1+\tfrac98x)(1-3x)+\dots=1-\tfrac{15}{8}x+\dots\) and \((1+x)^{-6}=1-6x+\dots\), so

\[
f=1-cx+\dots,\qquad c=\frac{15}{16}(1+r)+3(1-r).
\]

Two effects are mixed here: the spread of the layer and its setback from the oxide. A thin sheet at the mean depth \(\langle z\rangle=3/b\) isolates the setback. It has \(|z-z'|=0\) and \(z+z'=6/b\), so its factor is \(\frac{1+r}{2}+\frac{1-r}{2}e^{-6x}\).

## Fixing \(b\)

Minimize the energy per electron, leaving out the one-electron image potential, exchange and correlation.

*Kinetic energy.* Since \(\psi'\propto(1-bz/2)e^{-bz/2}\),

\[
\frac{1}{2m_z}\int\psi'^2dz=\frac{b^3}{4m_z}\left(\frac1b-\frac1b+\frac1{2b}\right)=\frac{b^2}{8m_z}.
\]

*Depletion charge.* A fixed charge of density \(N_d\) per area, spread much deeper than the layer, gives the potential energy \(4\pi N_dz/\kappa_s\), with average \(12\pi N_d/(\kappa_sb)\).

*Other electrons.* With their compensating charge on the gate, Gauss's law leaves at depth \(s\) a force toward the interface proportional to the fraction of electrons deeper than \(s\). Integrating from \(0\) to \(z\) gives \((4\pi n/\kappa_s)\int\rho(z')\min(z,z')dz'\). Now \(\min(z,z')=\frac12(z+z'-|z-z'|)\), and the slope of \(F\) at \(q=0\) gives \(\langle|z-z'|\rangle=15/(8b)\). Thus \(\langle\min\rangle=\frac12(6-\frac{15}{8})/b=33/(16b)\). A factor \(\frac12\) counts each pair once.

The sum is

\[
E(b)=\frac{b^2}{8m_z}+\frac{12\pi N_d}{\kappa_sb}+\frac{33\pi n}{8\kappa_sb}.
\]

Setting \(E'(b)=0\) gives \(b/(4m_z)=(12\pi N_d+33\pi n/8)/(\kappa_sb^2)\), or

\[
b^3=\frac{48\pi m_z}{\kappa_s}\left(N_d+\frac{11}{32}n\right).
\]

This is a minimum, because every term of \(E\) is convex for \(b>0\).

## Exchange energy

Electrons exchange within the same spin and valley. With \(k_F=\sqrt{4\pi n/g}\), the energy per electron is

\[
\varepsilon_x=-\frac{g}{2n}\int_{k,k'<k_F}\frac{d^2k\,d^2k'}{(2\pi)^4}V(|\mathbf k-\mathbf k'|).
\]

At fixed \(\mathbf q=\mathbf k'-\mathbf k\), the integral over \(\mathbf k\) is the overlap area of two Fermi discs a distance \(q\) apart. It consists of two circular segments of half-angle \(\arccos s\), \(s=q/2k_F\), with total area \(\pi k_F^2G(s)\), where

\[
G(s)=\frac2\pi\left[\arccos s-s\sqrt{1-s^2}\right].
\]

Since \(g\pi k_F^2/(2\pi)^2=n\),

\[
\varepsilon_x=-\frac1{4\pi}\int_0^{2k_F}qVG\,dq=-\frac{k_F}{\bar\kappa}\int_0^1f(2k_Fs)G(s)\,ds .
\]

For the interface sheet \(f=1\), and \(\int_0^1G\,ds=\frac2\pi(1-\frac13)\), so \(\varepsilon_x=-4k_F/(3\pi\bar\kappa)\). Because \(G>0\) for \(s<1\) and \(f<1\) for \(q>0\), the layer's exchange is weaker.

## Plasmon frequency

In the random-phase approximation (RPA), a density wave sustains itself when \(1=V\chi_0\). First-order perturbation theory gives

\[
\chi_0=g\int\frac{d^2k}{(2\pi)^2}\frac{n_{\mathbf k}-n_{\mathbf k+\mathbf q}}{\omega-\Delta},\qquad
\Delta=\frac qm\left(k\cos\varphi+\frac q2\right).
\]

In the second term replace \(\mathbf k\) by \(-\mathbf k-\mathbf q\); this turns \(n_{\mathbf k+\mathbf q}\) into \(n_{\mathbf k}\) and \(\Delta\) into \(-\Delta\). With \(a_\pm=m\omega/q\pm q/2\),

\[
\chi_0=\frac{gm}{q}\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\left[\frac1{a_--k\cos\varphi}-\frac1{a_++k\cos\varphi}\right].
\]

Above the pair continuum \(a_->k_F\). The angular integrals are \(2\pi/\sqrt{a_\mp^2-k^2}\), and \(\int_0^{k_F}k\,dk/\sqrt{a^2-k^2}=a-\sqrt{a^2-k_F^2}\). Writing \(S_\pm=\sqrt{a_\pm^2-k_F^2}\) and using \(a_+-a_-=q\),

\[
\chi_0=\frac{gm}{2\pi}\left[\frac{S_+-S_-}{q}-1\right].
\]

The plasmon condition becomes \(S_+-S_-=Aq\), with \(A=1+2\pi/(gmV)\). Also \(S_+^2-S_-^2=2m\omega\), so \(S_++S_-=2m\omega/(Aq)\) and

\[
S_-=\frac{m\omega}{Aq}-\frac{Aq}{2}.
\]

Squaring, the terms \(-m\omega\) on the two sides cancel:

\[
\frac{m^2\omega^2}{q^2}+\frac{q^2}{4}-k_F^2=\frac{m^2\omega^2}{A^2q^2}+\frac{A^2q^2}{4},
\]

\[
\omega^2=\frac{q^2}{m^2}\left[\frac{A^2k_F^2}{A^2-1}+\frac{A^2q^2}{4}\right].
\]

Squaring can add a false root. A plasmon above the continuum needs \(S_->0\), or \(m^2\omega^2/q^2>A^4q^2/4\). Inserting \(\omega^2\) reduces this to \(A^2-1<2k_F/q\). The derivative of the bracket with respect to \(A^2\) is \(-k_F^2/(A^2-1)^2+q^2/4\), negative under the same condition. Weakening \(V\) raises \(A\), so it lowers the plasmon wherever the plasmon survives.

For small \(q\), let \(y=A-1=\bar\kappa q/(gmf)\). Then \(A^2/(A^2-1)=1/(2y)+\frac34+O(y)\), and with \(k_F^2=4\pi n/g\),

\[
\omega^2=\frac{2\pi nq}{\bar\kappa m}f+\frac34\frac{k_F^2}{m^2}q^2+O(q^3).
\]

Electron motion raises \(\omega^2\) at order \(q^2\), the order at which thickness lowers it. In the ratio of layer to sheet the motion term cancels at first order, leaving \(\omega_{\rm layer}/\omega_{\rm sheet}=1-cq/(2b)+\dots\).

## Numbers for silicon

Take as model inputs \(m=0.19\), \(m_z=0.92\), \(\kappa_o=3.9\), \(\kappa_s=3\kappa_o=11.7\) (silicon's value is about 12), \(n=10^{-4}\) Å⁻² and \(N_d=10^{-5}\) Å⁻². Restoring the Bohr radius, 0.5292 Å,

\[
b^3=\frac{48\pi(0.92)}{11.7(0.5292)}\,(1+3.4375)\times10^{-5}\approx9.94\times10^{-4}\ \text{Å}^{-3},
\]

so \(b=0.0998\) Å⁻¹ and the mean depth is 30 Å. The Fermi wavevector is 0.0177 Å⁻¹. At \(q=k_F\), \(F=0.742\) and the image average is 0.375. With \(r=1/3\),

\[
f=\tfrac23(0.742)+\tfrac13(0.375)=0.620 .
\]

The tempting solution would have used 0.742.

**Exchange.** In atomic units \(k_F=0.017725\times0.5292=0.00938\), so the interface sheet has \(\varepsilon_x=-4(0.00938)/(3\pi\times7.8)=-0.00051\) hartree, or \(-0.0139\) eV. The full layer gives \(-0.0106\) eV (\(-0.00039\) hartree), a magnitude smaller by 24%. The setback sheet gives \(-0.0120\) eV, a reduction of 14%; the spread supplies the rest.

A self-consistent Hartree profile gives a 22% reduction. Its mean depth is 28 Å, so the trial profile lies about 6% too deep relative to it.

**Plasmon.** Here \(c=\frac{15}{16}\cdot\frac43+3\cdot\frac23=3.25\). At \(q=0.001\) Å⁻¹, the first-order ratio is \(1-3.25(0.001)/(2\times0.0998)=0.984\). The RPA energies are 0.00685 eV for the interface sheet and 0.00674 eV (0.000248 hartree) for the layer, a reduction of 1.6%. Using \(F\) alone, \(c\) would be \(15/8\) and the first-order reduction 0.9%. At \(q=0.002\) Å⁻¹ the energies are 0.00972 and 0.00942 eV, a reduction of 3.1%.

Exchange is affected far more, mainly because it samples much larger wavevectors. Its integral runs to \(q=2k_F\), and the mean wavevector weighted by \(G\) is \((3\pi/16)k_F\), where \(q/b\approx0.10\); for these plasmons \(q/b\) is only 0.01 to 0.02. In addition, exchange is linear in \(V\), whereas the long-wave plasmon frequency varies as \(\sqrt V\), which halves a small fractional reduction.

## Where the result can fail

The Fermi energy, 0.0063 eV, is below the Hartree gaps to the second subband and to the other valleys, both about 0.014 eV. Single-subband filling is therefore consistent at this density and at temperatures well below the Fermi temperature, 73 K; it does not describe a device at room temperature.

The one-electron image potential, \(R/(4\kappa_sz)\), was left out of \(E(b)\) but is not negligible. Since \(\langle1/z\rangle=b/2\), it would add \(Rb/(8\kappa_s)\) and move the mean depth from 30 to 34 Å. Exchange, also left out, pulls the layer back toward the interface. The value of \(b\) is thus uncertain by roughly ten percent. The distant-gate assumption requires a gate distance \(d\) much larger than \(1/q\), which is 1000 Å at the smaller wavevector. For \(d\ll1/q\), as with the thin oxide of a transistor, the sheet has \(V\to4\pi d/\kappa_o\) and the layer \(4\pi(d/\kappa_o+\langle\min\rangle/\kappa_s)\). The layer's greater distance from the gate then strengthens the long-wave interaction and raises the plasmon instead of lowering it.

The plasmon shifts also assume a frozen profile. In the pair interaction, the \(1/q\) part does not depend on depth and cannot mix orthogonal subbands, but the next part is independent of \(q\) and can. In second order it changes \(V\) by a finite amount, which relative to \(V\propto1/q\) is of order \(q\), like the thickness correction. This polarization is not evaluated here. RPA also omits exchange and correlation in the response. With \(r_s=m/(\bar\kappa\sqrt{\pi n})\approx2.6\), exchange contributes a term of order \(q^2\) to \(\omega^2\), comparable in size to the motion term. Because it depends on the profile, it does not cancel in the ratio. The values 1.6% and 3.1% are therefore results of the frozen-profile RPA model.

The numerical check checks the interaction against a numerical Poisson solution, and the exchange and plasmon formulas against their defining integrals.

## Computed values

```
Bohr radius: 0.5291772 angstrom
Hartree energy: 27.211386 eV
In-plane mass: 0.19 electron masses
Normal mass: 0.92 electron masses
Silicon dielectric constant: 11.7
Oxide dielectric constant: 3.9
Mean dielectric constant: 7.8
Degeneracy g: 4
Electron density: 0.0001 angstrom^-2
Depletion density: 1e-05 angstrom^-2
Fermi wavevector: 0.017725 angstrom^-1
Fermi energy: 0.0062997 eV
Fang-Howard b: 0.099811 angstrom^-1
Mean depth 3/b: 30.057 angstrom
Mean depth, Hartree profile: 28.324 angstrom
Energy per electron, trial: 0.030941 eV
Energy per electron, Hartree: 0.030301 eV
Gap to second subband: 0.01366 eV
Gap to other valleys: 0.014025 eV
Small-q slope c: 3.25
k_F/b: 0.17758
F at q=k_F: 0.74197
Image average (1+x)^-6 at q=k_F: 0.37502
Full factor f at q=k_F: 0.61965
Exchange, interface sheet: -0.013887 eV
Exchange, setback sheet: -0.011974 eV
Exchange, full layer: -0.010597 eV
Exchange, full layer (converted): -0.00038942 hartree
Exchange ratio setback/interface: 0.86224
Exchange ratio layer/interface: 0.76304
Exchange ratio Hartree profile/interface: 0.78061
q=0.001 angstrom^-1, factor f: 0.96832
q=0.001 angstrom^-1, local interface-sheet plasmon: 0.0068205 eV
q=0.001 angstrom^-1, RPA interface-sheet plasmon: 0.0068483 eV
q=0.001 angstrom^-1, RPA setback-sheet plasmon: 0.0067819 eV
q=0.001 angstrom^-1, RPA full-layer plasmon: 0.0067399 eV
q=0.001 angstrom^-1, full-layer plasmon (converted): 0.00024769 hartree
q=0.001 angstrom^-1, ratio setback/interface: 0.99031
q=0.001 angstrom^-1, ratio layer/interface: 0.98416
q=0.001 angstrom^-1, first-order ratio 1-cq/(2b): 0.98372
q=0.002 angstrom^-1, factor f: 0.93832
q=0.002 angstrom^-1, local interface-sheet plasmon: 0.0096457 eV
q=0.002 angstrom^-1, RPA interface-sheet plasmon: 0.0097244 eV
q=0.002 angstrom^-1, RPA setback-sheet plasmon: 0.0095421 eV
q=0.002 angstrom^-1, RPA full-layer plasmon: 0.0094248 eV
q=0.002 angstrom^-1, full-layer plasmon (converted): 0.00034635 hartree
q=0.002 angstrom^-1, ratio setback/interface: 0.98125
q=0.002 angstrom^-1, ratio layer/interface: 0.96919
q=0.002 angstrom^-1, first-order ratio 1-cq/(2b): 0.96744
```
